**Terms and states of the 4d2 configuration of Sn12+**

Two equivalent d electrons form the terms 1S, 1D, 1G, 3P and 3F, once each, with 45 states in total. L, S and J are the orbital, spin and total angular momentum quantum numbers; F2 and F4 are Slater repulsion integrals, and zeta is the spin-orbit parameter. The program asserts that a microstate table and a diagonalization of L² and S² in the antisymmetric space give the same terms. It also asserts that the exchange-symmetric space holds the other five terms, that the repulsion commutes with L² and S², and that the 1G–3F separation agrees with its formula. With spin-orbit coupling, the degeneracies of the nine levels are asserted to match the J values expected from the terms. For the rough parameters chosen, the output shows strong mixing of 1D and 3P at J = 2, with a smallest leading-term weight of 54.1%. At kT = 30 eV the thermal sum over the 45 states is 40.9. The printed effect of 4p4 4d4 is a two-state estimate with an assumed coupling, not a calculated configuration interaction.

## Numerical verification

```python
"""Result under test: two equivalent d electrons have the terms
1S, 1D, 1G, 3P, 3F, once each, holding 45 states in total.
L, S: total orbital and spin quantum numbers; ML, MS: their projections.
J: total angular momentum. F2, F4: Slater repulsion integrals (eV).
zeta: spin-orbit parameter (eV). c^k(m,m'): angular integrals.
The terms are found from a microstate table and, independently, by
diagonalizing L^2 and S^2 in the antisymmetric two-electron space.
"""
from collections import Counter
from itertools import combinations, product
from math import factorial, sqrt
import numpy as np
from scipy import constants
from scipy.special import lpmv

LETTERS = "SPDFG"


def name(term):
    return f"{2 * term[1] + 1}{LETTERS[term[0]]}"


def size(term):
    return (2 * term[0] + 1) * (2 * term[1] + 1)


# Ion charge from the filled subshells 1s 2s 2p 3s 3p 3d 4s 4p
core = sum(2 * (2 * l + 1) for l in (0, 0, 1, 0, 1, 2, 0, 1))
charge = 50 - core - 2

# Microstate table; spin is stored as twice its projection
orbitals = [(m, s) for m in range(2, -3, -1) for s in (1, -1)]
microstates = list(combinations(orbitals, 2))
table = Counter((a[0] + b[0], (a[1] + b[1]) // 2) for a, b in microstates)
from_table = {}
for L, S in product(range(5), range(2)):
    n = (table[L, S] - table[L + 1, S]
         - table[L, S + 1] + table[L + 1, S + 1])
    if n:
        from_table[L, S] = n

# One-electron angular momentum matrices in the ten spin-orbitals
m_values = np.arange(2, -3, -1)
l_plus = np.zeros((5, 5))
for i in range(1, 5):
    m = m_values[i]
    l_plus[i - 1, i] = sqrt(6 - m * (m + 1))
lz = np.kron(np.diag(m_values), np.eye(2))
lp = np.kron(l_plus, np.eye(2))
sz = np.kron(np.eye(5), np.diag([0.5, -0.5]))
sp = np.kron(np.eye(5), np.array([[0.0, 1.0], [0.0, 0.0]]))


def total(one):
    return np.kron(one, np.eye(10)) + np.kron(np.eye(10), one)


def squared(z, plus):
    return plus.T @ plus + z @ z + z


L2 = squared(total(lz), total(lp))
S2 = squared(total(sz), total(sp))
J2 = squared(total(lz + sz), total(lp + sp))
spin_orbit = total(lz @ sz + 0.5 * (lp @ sp.T + lp.T @ sp))


def exchange_basis(sign):
    columns = []
    for a in range(10):
        for b in range(a, 10):
            v = np.zeros((10, 10))
            v[a, b] += 1
            v[b, a] += sign
            if np.linalg.norm(v) > 0:
                columns.append(v.ravel() / np.linalg.norm(v))
    return np.array(columns).T


def find_terms(basis):
    """Count terms and build the projector on each by diagonalization."""
    values, vectors = np.linalg.eigh(basis.T @ (L2 + 100 * S2) @ basis)
    groups = {}
    for i, value in enumerate(values):
        S = int(value > 150)
        l_square = value - 200 * S
        L = round((-1 + sqrt(1 + 4 * max(l_square, 0))) / 2)
        assert abs(l_square - L * (L + 1)) < 1e-8
        groups.setdefault((L, S), []).append(i)
    counts, projectors = {}, {}
    for term, index in groups.items():
        assert len(index) % size(term) == 0
        counts[term] = len(index) // size(term)
        projectors[term] = vectors[:, index] @ vectors[:, index].T
    return counts, projectors


anti, sym = exchange_basis(-1), exchange_basis(1)
for op in (total(lz), total(lp), total(sz), total(sp)):
    assert np.allclose(op @ anti, anti @ (anti.T @ op @ anti))
allowed, projectors = find_terms(anti)
excluded, _ = find_terms(sym)
assert allowed == from_table
assert allowed == {(0, 0): 1, (2, 0): 1, (4, 0): 1, (1, 1): 1, (3, 1): 1}
assert excluded == {(1, 0): 1, (3, 0): 1, (0, 1): 1, (2, 1): 1, (4, 1): 1}
state_sum = sum(size(t) * n for t, n in allowed.items())
assert state_sum == len(microstates) == anti.shape[1] == 45
assert all((L + S) % 2 == 0 for L, S in allowed)
assert all((L + S) % 2 == 1 for L, S in excluded)

# Electron repulsion from angular integrals evaluated by quadrature
x, weight = np.polynomial.legendre.leggauss(16)


def theta(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / 2 * factorial(l - a) / factorial(l + a))
    return (-1) ** (a if m < 0 else 0) * norm * lpmv(a, l, x)


def angular(k, m, n):
    if abs(m - n) > k:
        return 0.0
    integrand = theta(2, m) * theta(k, m - n) * theta(2, n)
    return sqrt(2 / (2 * k + 1)) * float(np.sum(weight * integrand))


c = {(k, m, n): angular(k, m, n) for k in (2, 4)
     for m in range(-2, 3) for n in range(-2, 3)}
F = {2: 12.0, 4: 8.0}
zeta, kT, coupling, wavelength = 0.6, 30.0, 10.0, 13.5
repulsion = np.zeros((10, 10, 10, 10))
for i, j, p, q in product(range(10), repeat=4):
    (mi, si), (mj, sj) = orbitals[i], orbitals[j]
    (mp, s_p), (mq, sq) = orbitals[p], orbitals[q]
    if si == s_p and sj == sq and mi + mj == mp + mq:
        repulsion[i, j, p, q] = sum(
            c[k, mi, mp] * c[k, mq, mj] * F[k] for k in F)
repulsion = repulsion.reshape(100, 100)
assert np.allclose(repulsion @ L2, L2 @ repulsion)
assert np.allclose(repulsion @ S2, S2 @ repulsion)
V = anti.T @ repulsion @ anti
term_energy = {}
for term, P in projectors.items():
    energy = np.trace(P @ V) / size(term)
    assert np.allclose(V @ P, energy * P, atol=1e-9)
    term_energy[term] = energy
gap_GF = term_energy[4, 0] - term_energy[3, 1]
assert abs(gap_GF - (12 * F[2] / 49 + 10 * F[4] / 441)) < 1e-9
assert min(term_energy, key=term_energy.get) == (3, 1)

# Levels with spin-orbit coupling, and the term content of each
SO = anti.T @ spin_orbit @ anti
J2_anti = anti.T @ J2 @ anti


def solve_levels(strength):
    values, vectors = np.linalg.eigh(V + strength * SO)
    cuts = np.where(np.diff(values) > 1e-7)[0] + 1
    result = []
    for index in np.split(np.arange(45), cuts):
        block = vectors[:, index]
        J = (len(index) - 1) // 2
        assert len(index) == 2 * J + 1
        assert np.allclose(J2_anti @ block, J * (J + 1) * block, atol=1e-7)
        content = {t: np.trace(block.T @ P @ block) / len(index)
                   for t, P in projectors.items()}
        result.append((J, values[index[0]] - values[0], content))
    return result


levels = solve_levels(zeta)
weak_levels = solve_levels(zeta / 10)
expected_J = Counter(J for L, S in allowed
                     for J in range(abs(L - S), L + S + 1))
assert Counter(level[0] for level in levels) == expected_J
purity = min(max(level[2].values()) for level in levels)
weak_purity = min(max(level[2].values()) for level in weak_levels)
assert weak_purity > purity
thermal_sum = sum((2 * J + 1) * np.exp(-e / kT) for J, e, _ in levels)

# Rough two-state estimate of mixing with 4p4 4d4
photon = constants.h * constants.c / (wavelength * 1e-9) / constants.e
ci_gap = 2 * photon
ci_values, ci_vectors = np.linalg.eigh(
    np.array([[0.0, coupling], [coupling, ci_gap]]))

print(f"Closed-shell electrons: {core}; ion charge: +{charge}")
print(f"Two-electron determinants: {len(microstates)}")
for MS in (1, 0):
    row = ", ".join(f"{ML}:{table[ML, MS]}" for ML in range(4, -1, -1))
    print(f"States at MS={MS}, listed as ML:count  {row}")
for term in sorted(allowed, key=lambda t: (t[1], t[0])):
    relative = term_energy[term] - term_energy[3, 1]
    print(f"Term {name(term)}: {size(term)} states, "
          f"energy above 3F {relative:.2f} eV")
print(f"Sum over allowed terms: {state_sum} states")
print("Excluded terms:", ", ".join(
    f"{name(t)} ({size(t)})" for t in sorted(excluded)))
print(f"Sum over excluded terms: {sum(map(size, excluded))} states")
print(f"Product states without exchange symmetry: {L2.shape[0]}")
print(f"Rough inputs: F2 {F[2]:.1f} eV, F4 {F[4]:.1f} eV, "
      f"zeta {zeta:.1f} eV, kT {kT:.0f} eV")
for m, n in ((2, 2), (1, 1), (2, 1)):
    print(f"Angular integrals m={m}, m'={n}: "
          f"c2 {c[2, m, n]:.5f}, c4 {c[4, m, n]:.5f}")
print(f"Number of J levels: {len(levels)}")
for J, energy, content in levels:
    ranked = sorted(content.items(), key=lambda item: -item[1])
    parts = ", ".join(f"{name(t)} {100 * w:.1f}%"
                      for t, w in ranked if w > 0.0005)
    print(f"Level J={J}: {energy:.2f} eV, {2 * J + 1} states; {parts}")
print(f"Smallest leading-term weight: {100 * purity:.1f}%")
print(f"Same with zeta {zeta / 10:.2f} eV: {100 * weak_purity:.1f}%")
print(f"Thermal sum over the 45 states: {thermal_sum:.1f}")
print(f"Boltzmann factor of top level: {np.exp(-levels[-1][1] / kT):.3f}")
print(f"Photon energy at {wavelength} nm: {photon:.1f} eV")
print(f"Assumed 4p4 4d4 coupling {coupling:.0f} eV, gap {ci_gap:.0f} eV")
print(f"Estimated 4p4 4d4 weight: {100 * ci_vectors[1, 0]**2:.2f}%")
print(f"Estimated downward shift: {-ci_values[0]:.2f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Closed-shell electrons: 36; ion charge: +12
Two-electron determinants: 45
States at MS=1, listed as ML:count  4:0, 3:1, 2:1, 1:2, 0:2
States at MS=0, listed as ML:count  4:1, 3:2, 2:3, 1:4, 0:5
Term 1S: 1 states, energy above 3F 7.84 eV
Term 1D: 5 states, energy above 3F 2.04 eV
Term 1G: 9 states, energy above 3F 3.12 eV
Term 3P: 9 states, energy above 3F 2.31 eV
Term 3F: 21 states, energy above 3F 0.00 eV
Sum over allowed terms: 45 states
Excluded terms: 3S (3), 1P (3), 3D (15), 1F (7), 3G (27)
Sum over excluded terms: 55 states
Product states without exchange symmetry: 100
Rough inputs: F2 12.0 eV, F4 8.0 eV, zeta 0.6 eV, kT 30 eV
Angular integrals m=2, m'=2: c2 -0.28571, c4 0.04762
Angular integrals m=1, m'=1: c2 0.14286, c4 -0.19048
Angular integrals m=2, m'=1: c2 0.34993, c4 -0.10648
Number of J levels: 9
Level J=2: 0.00 eV, 5 states; 3F 92.4%, 1D 7.3%, 3P 0.3%
Level J=3: 1.16 eV, 7 states; 3F 100.0%
Level J=4: 2.21 eV, 9 states; 3F 94.0%, 1G 6.0%
Level J=0: 2.84 eV, 1 states; 3P 95.1%, 1S 4.9%
Level J=2: 3.06 eV, 5 states; 1D 54.1%, 3P 40.0%, 3F 6.0%
Level J=1: 3.47 eV, 3 states; 3P 100.0%
Level J=4: 4.73 eV, 9 states; 1G 94.0%, 3F 6.0%
Level J=2: 4.77 eV, 5 states; 3P 59.7%, 1D 38.7%, 3F 1.6%
Level J=0: 9.63 eV, 1 states; 1S 95.1%, 3P 4.9%
Smallest leading-term weight: 54.1%
Same with zeta 0.06 eV: 93.0%
Thermal sum over the 45 states: 40.9
Boltzmann factor of top level: 0.725
Photon energy at 13.5 nm: 91.8 eV
Assumed 4p4 4d4 coupling 10 eV, gap 184 eV
Estimated 4p4 4d4 weight: 0.29%
Estimated downward shift: 0.54 eV
ALL CHECKS PASSED
```
